# Avalanche triggering probability for equal electron and hole ionisation coefficients

## 1. The triggering equation and its physical root

Let an avalanche region of width $W$ have the same constant ionisation coefficient $\alpha$ for electrons and holes, and write $a=\alpha W$. The probability $P$ that one electron–hole pair, created anywhere in the region, starts an avalanche that never dies out obeys

$$1-P=e^{-aP}. \tag{1}$$

For $a\le 1$ the solution is $P=0$. For $a>1$ it is the positive root of (1), which just above breakdown rises as

$$P\simeq 2(a-1). \tag{2}$$

Equation (1) is satisfied by $P=0$ at every $a$, so the equation alone does not say which root nature takes. That choice needs its own argument, given below.

### The model

The region occupies $0<x<W$. Electrons drift towards $+x$ and holes towards $-x$, so the electric field points towards $-x$. A carrier that moves a short distance $\delta$ ionises with probability $\alpha\delta$, up to terms of order $\delta^2$. The ionising carrier survives and continues its drift, while a new electron and a new hole appear at the same place. A carrier that reaches its exit, $x=W$ for an electron and $x=0$ for a hole, is lost.

Four assumptions are built into this description. Carriers have no memory: the chance of ionising does not depend on the distance travelled since birth or since the last ionisation. Different carriers act independently. The field stays fixed while the avalanche grows. Finally, carriers do not recombine, become trapped or turn back inside the region.

The family of a carrier consists of the carrier itself and all carriers that descend from it. To trigger means that the family never dies out. In a real diode the growing avalanche eventually lowers the field. It then dies out if a large series resistance keeps the voltage from recovering quickly, or settles at a steady current if the resistance is small. The definition therefore describes a device in which the fate of the avalanche is settled while the field is still close to its initial value, a condition that is sized in the second half.

### Equations for extinction

It is easier to follow extinction than survival, because a group of independent carriers dies out when each of its families does, and the probabilities then multiply. Let $Q_e(x)$ be the probability that the family of a single electron at $x$ dies out, and $Q_h(x)$ the same for a single hole. A pair at $x$ triggers with probability

$$P(x)=1-Q_e(x)Q_h(x). \tag{3}$$

Follow an electron from $x$ to $x+\delta$. With probability $1-\alpha\delta$ it does not ionise, and its family then dies out with probability $Q_e(x+\delta)$. With probability $\alpha\delta$ it ionises and leaves two electrons and one hole near $x$, whose families all die out with probability $Q_e^2Q_h$. Hence

$$Q_e(x)=(1-\alpha\delta)\,Q_e(x+\delta)+\alpha\delta\,Q_e^2(x)Q_h(x)+O(\delta^2). \tag{4}$$

Insert $Q_e(x+\delta)=Q_e(x)+\delta\,Q_e'(x)+O(\delta^2)$. The terms $Q_e(x)$ cancel. Dividing the rest by $\delta$ and letting $\delta\to0$ gives

$$0=Q_e'-\alpha Q_e+\alpha Q_e^2Q_h .$$

The last two terms combine to $-\alpha Q_e(1-Q_eQ_h)=-\alpha Q_eP$, so that

$$Q_e'=\alpha Q_eP. \tag{5}$$

A hole moves the other way, from $x$ to $x-\delta$, and an ionisation leaves one electron and two holes:

$$Q_h(x)=(1-\alpha\delta)\,Q_h(x-\delta)+\alpha\delta\,Q_e(x)Q_h^2(x)+O(\delta^2).$$

Now $Q_h(x-\delta)=Q_h(x)-\delta\,Q_h'(x)+O(\delta^2)$. The same steps give $0=-Q_h'-\alpha Q_h+\alpha Q_eQ_h^2$, or

$$Q_h'=-\alpha Q_hP. \tag{6}$$

The signs have a direct meaning. An electron closer to its exit at $W$ has less path left, so its extinction probability increases with $x$. For a hole the order is reversed.

### Solution

The product rule with (5) and (6) gives

$$(Q_eQ_h)'=\alpha Q_eQ_hP-\alpha Q_eQ_hP=0. \tag{7}$$

By (3), $P$ is therefore the same at every birthplace. What the electron of a pair loses by being born nearer to its exit, the hole gains.

With $P$ constant, (5) and (6) are linear equations. A carrier at its exit leaves without ionising, so its family is certain to die out:

$$Q_e(W)=1,\qquad Q_h(0)=1. \tag{8}$$

The solutions that meet these conditions are

$$Q_e(x)=e^{-\alpha P(W-x)},\qquad Q_h(x)=e^{-\alpha Px}. \tag{9}$$

Their product is $e^{-\alpha PW}$, because the two distances add up to $W$. By (3) the product also equals $1-P$, which proves (1).

Equation (9) also covers carriers that arrive alone. An electron entering at $x=0$ triggers with probability $1-Q_e(0)=1-e^{-aP}=P$, the same as a pair. This is reasonable, since it crosses the whole width, and the partner hole of a pair born at $x=0$ leaves at once. A single electron starting at the middle has half the path and triggers with probability

$$1-Q_e(W/2)=1-e^{-aP/2}=1-\sqrt{1-P}. \tag{10}$$

For small $P$ this is close to $P/2$.

### Counting generations

A second derivation shows why the birthplace drops out, and it also settles the choice of root. Call the new pairs made directly by the two carriers of a given pair its daughters. The original carrier is taken to continue after each ionisation. This is a matter of bookkeeping, since the two electrons present after the event have identical prospects.

A pair born at $x$ has an electron that travels $W-x$ and a hole that travels $x$. The total path is

$$(W-x)+x=W. \tag{11}$$

The ionisation rate per unit length is $\alpha$ on both parts and there is no memory, so the number of daughters has the same distribution as the number of ionisations on a single path of length $W$.

Let $p_n(L)$ be the probability of $n$ ionisations on a path $L$. Lengthening the path by $\delta$ moves a fraction $\alpha\delta$ of the probability from each $n$ to $n+1$, so

$$\frac{dp_n}{dL}=\alpha(p_{n-1}-p_n),\qquad p_n(0)=\delta_{n0},\qquad p_{-1}=0. \tag{12}$$

The solution is the Poisson law

$$p_n(L)=\frac{(\alpha L)^n}{n!}\,e^{-\alpha L}. \tag{13}$$

Differentiating the power gives $\alpha p_{n-1}$, differentiating the exponential gives $-\alpha p_n$, and the initial condition holds. At $L=W$ the mean number of daughters is

$$\sum_{n\ge1}n\,\frac{a^n}{n!}e^{-a}=a\,e^{-a}\sum_{n\ge1}\frac{a^{n-1}}{(n-1)!}=a.$$

Every daughter pair, wherever it is born, again has $a$ daughters on average. One initial pair thus leads to a mean number $a^n$ of pairs in generation $n$. For $a<1$ the mean total number of pairs, including the first, is

$$M=1+a+a^2+\dots=\frac{1}{1-a}. \tag{14}$$

It diverges as $a\to1$, which is the breakdown condition $\alpha W=1$. At $a=0.5$, for instance, $M=2$.

### Which root is the physical one

Let $P_n$ be the probability that generation $n$ contains at least one pair. The initial pair is generation zero, so $P_0=1$. Generation $n+1$ is empty if the family of every daughter has died out within $n$ generations. Averaging over the number of daughters with (13),

$$1-P_{n+1}=\sum_{k\ge0}\frac{a^k}{k!}e^{-a}(1-P_n)^k=e^{-a}e^{a(1-P_n)}=e^{-aP_n}.$$

The survival probability therefore follows the recursion

$$P_{n+1}=F(P_n),\qquad F(p)=1-e^{-ap},\qquad P_0=1. \tag{15}$$

The function $F$ increases with $p$. Since $P_1=1-e^{-a}<P_0$, applying $F$ repeatedly to both sides shows that the sequence decreases. It is bounded below by zero and so has a limit, which satisfies $p=F(p)$ because $F$ is continuous. This is (1). The limit is the probability that no generation is empty, which is the triggering probability.

Now let $p_*$ be any root in the interval from 0 to 1. It satisfies $p_*\le P_0$. If $p_*\le P_n$, then $p_*=F(p_*)\le F(P_n)=P_{n+1}$. By induction no member of the sequence falls below $p_*$, and neither does the limit. The physical solution is thus the largest root.

To count the roots, define $g(p)=F(p)-p$. Then

$$g(0)=0,\qquad g'(0)=a-1,\qquad g''(p)=-a^2e^{-ap}<0. \tag{16}$$

For $a\le1$ the slope starts at zero or below and decreases from there, so $g<0$ for every $p>0$ and the only root is $P=0$. For $a>1$ the function first rises above zero but ends at $g(1)=-e^{-a}<0$, so there is a positive root. There cannot be two, because a strictly concave function that vanishes at $0$ and at the larger root is positive everywhere between them. This proves the statement made with (1).

The case $a=1$ deserves a remark. The mean number of pairs in each generation is then one, and the mean total is infinite, yet the avalanche is certain to die out. Expanding (15) for small $P_n$ gives $P_{n+1}=P_n-P_n^2/2+O(P_n^3)$, hence

$$\frac1{P_{n+1}}=\frac1{P_n}+\frac12+O(P_n),$$

and $P_n\simeq 2/n$ for large $n$. The families that do reach generation $n$ must then contain about $n/2$ pairs there on average, to keep the overall mean at one. A few large families carry the mean, while their probability tends to zero.

### What rests on equal coefficients

Suppose first that the common coefficient varies with position, $\alpha=\alpha(x)$. Equations (5) to (7) hold unchanged, $P$ is still uniform, and the exponents in (9) become integrals over the remaining path. Equation (1) survives with

$$a=\int_0^W\alpha(x)\,dx. \tag{17}$$

Suppose instead that the coefficients are constant but different, $\alpha_e$ and $\alpha_h$. Then (7) becomes

$$(Q_eQ_h)'=(\alpha_e-\alpha_h)\,Q_eQ_hP, \tag{18}$$

and above breakdown $P$ depends on the birthplace. The breakdown condition can still be found. At the onset the triggering probabilities $u=1-Q_e$ and $v=1-Q_h$ are small, and to first order $P=u+v$. The extinction equations reduce to $u'=-\alpha_e(u+v)$ and $v'=\alpha_h(u+v)$. Their sum gives

$$u+v=u(0)\,e^{-(\alpha_e-\alpha_h)x},$$

where $v(0)=0$ has been used. Integrating $u'$ from $0$ to $W$ with $u(W)=0$ then yields

$$u(0)=\alpha_e\,u(0)\,\frac{1-e^{-(\alpha_e-\alpha_h)W}}{\alpha_e-\alpha_h}.$$

Cancel $u(0)$, multiply by $(\alpha_e-\alpha_h)/\alpha_e$ and rearrange to get $\alpha_h/\alpha_e=e^{-(\alpha_e-\alpha_h)W}$. Taking the logarithm,

$$\frac{\alpha_e-\alpha_h}{\ln(\alpha_e/\alpha_h)}\,W=1. \tag{19}$$

The logarithmic mean of the two coefficients takes the place of $\alpha$, and it tends to $\alpha$ when they become equal. It offers a fair basis for comparing diodes with equal and unequal coefficients.

## 2. The rise above breakdown and a gallium arsenide example

The symbols are those of the first half. The region has width $W$, the common ionisation coefficient is $\alpha$, and $a=\alpha W$. The triggering probability $P$ of a pair is the largest root of $1-P=e^{-aP}$, which is positive for $a>1$. For a coefficient that depends on position, $a$ is its integral (17). The extinction probabilities of single carriers are $Q_e$ and $Q_h$.

### Expansion near breakdown

For $P>0$, take the logarithm of (1) and divide by $-P$:

$$a=-\frac{\ln(1-P)}{P}=1+\frac P2+\frac{P^2}{3}+\frac{P^3}{4}+\dots \tag{20}$$

All coefficients are positive, so $a$ increases with $P$, and therefore $P$ increases with $a$. The series also shows that $a-1>P/2$, so the linear law (2) overestimates $P$ at every $a>1$.

Set $\epsilon=a-1$ and $P=c_1\epsilon+c_2\epsilon^2+c_3\epsilon^3+\dots$. Then $P^2=c_1^2\epsilon^2+2c_1c_2\epsilon^3+\dots$ and $P^3=c_1^3\epsilon^3+\dots$. Comparing powers of $\epsilon$ in (20) gives three conditions:

$$\frac{c_1}{2}=1,\qquad \frac{c_2}{2}+\frac{c_1^2}{3}=0,\qquad \frac{c_3}{2}+\frac{2c_1c_2}{3}+\frac{c_1^3}{4}=0.$$

The first gives $c_1=2$. The second gives $c_2=-8/3$. The third reads $c_3/2-32/9+2=0$, so $c_3=28/9$. Hence

$$P=2\epsilon-\frac83\epsilon^2+\frac{28}{9}\epsilon^3+O(\epsilon^4). \tag{21}$$

At $a=1.01$ the linear term is $0.02000$ and the three terms together give $0.01974$. The linear law is then about 1.3 % too high relative to $P$, in agreement with the ratio $2\epsilon/P\simeq1+\tfrac43\epsilon$ that follows from (21).

The factor 2 can be read from the first terms of (1), $P\simeq aP-a^2P^2/2$. The term $aP$ is the mean number of daughters whose families survive. It counts a family twice when two daughters succeed, and the second term removes this double counting. The excess $(a-1)P$ must balance $a^2P^2/2\simeq P^2/2$, which gives $P\simeq2(a-1)$.

### Explicit solution and the far limit

Put $u=-a(1-P)$. Using (1) in the form $(1-P)e^{aP}=1$,

$$u\,e^{u}=-a(1-P)\,e^{-a}e^{aP}=-a\,e^{-a}. \tag{22}$$

The equation $ue^u=z$ defines the Lambert function. One solution of (22) is $u=-a$, which is the root $P=0$. To identify the other for $a>1$, note that the concave function $g$ of (16) crosses zero downwards at the positive root, so $g'(P)=ae^{-aP}-1<0$. Since $e^{-aP}=1-P$, this means $a(1-P)<1$, or $u>-1$. That is the principal branch $\mathcal W_0$, and

$$P=1+\frac{\mathcal W_0(-a\,e^{-a})}{a},\qquad a>1. \tag{23}$$

Far above breakdown $P$ approaches one. Writing (1) as $1-P=e^{-a}e^{a(1-P)}$ shows that $1-P\simeq e^{-a}$ for large $a$. By (13), this is the probability that the first pair leaves without ionising at all. If it produces even one daughter, the avalanche is then very likely to succeed.

### From ionisation to voltage

The ionisation coefficient depends steeply on the field $E$. A simple model is

$$\alpha(E)=A\,e^{-(b/E)^2}, \tag{24}$$

with constants $A$ and $b$. Take the field as uniform and the width as fixed, so that $V=EW$ is the total junction voltage, including its built-in part. From (24), $\ln\alpha=\ln A-b^2/E^2$, and therefore $d\ln\alpha/d\ln E=2b^2/E^2$. With $E_b$ and $V_b$ the values at breakdown, where $a=1$,

$$a-1\simeq s\left(\frac V{V_b}-1\right),\qquad s=2\left(\frac b{E_b}\right)^2. \tag{25}$$

Combined with (2), the initial rise is $P\simeq2s(V/V_b-1)$.

### Worked example

Consider a p-i-n diode with a multiplication region of $W=1000$ nm, or $10^{-4}$ cm. Choose the round values $A=2\times10^5$ /cm and $b=0.60$ MV/cm. These are rough parameters in the range of gallium arsenide near 300 K, a material whose two ionisation coefficients are of similar size.

Breakdown requires $\alpha=1/W=10^4$ /cm. Equation (24) then gives $(b/E_b)^2=\ln(2\times10^5/10^4)=\ln20$, so that

$$E_b=\frac{0.60}{\sqrt{\ln20}}\ \text{MV/cm}=0.3467\ \text{MV/cm},\qquad V_b=E_bW=34.67\ \text{V}.$$

The steepness is $s=2\ln20=5.99$. An increase of the voltage by 1 % thus raises $\alpha$ by about 6 %, and the linear law predicts $P\simeq0.12$.

Now operate the diode 5 % above breakdown, at $V=36.40$ V and $E=0.3640$ MV/cm. Equation (24) gives $\alpha=1.321\times10^4$ /cm, hence $a=1.321$. The recursion (15) is a practical way to solve (1). Its first step is $P_1=1-e^{-1.321}=0.733$. The probability of surviving to generation 5 is 0.499, to generation 10 it is 0.454, and to generation 20 it is 0.444. The limit is

$$P=0.443,\qquad e^{-aP}=e^{-1.321\times0.443}=0.557=1-P.$$

A single electron starting at the middle triggers with probability $1-\sqrt{0.557}=0.254$, by (10).

The same calculation at other voltages, with $W$ fixed, gives:

| $V/V_b-1$ | $a$ | $P$ | $2(a-1)$ | $2s(V/V_b-1)$ |
|---|---|---|---|---|
| 0.5 % | 1.030 | 0.058 | 0.060 | 0.060 |
| 1 % | 1.061 | 0.112 | 0.122 | 0.120 |
| 2 % | 1.123 | 0.211 | 0.247 | 0.240 |
| 5 % | 1.321 | 0.443 | 0.642 | 0.599 |
| 10 % | 1.682 | 0.683 | 1.364 | 1.198 |

The linear law is useful up to about 1 % overvoltage, where it is 7 to 8 % too high relative to $P$. At 10 % it exceeds one and has lost its meaning as a probability. From 1 % upwards the last column lies visibly below the one before it, because $\alpha$ curves upwards with voltage here. To second order in $\eta=V/V_b-1$, equation (24) gives $\ln a=s\eta-\tfrac32s\eta^2$, hence $a-1=s\eta+\tfrac12s(s-3)\eta^2$, and the second term is positive for $s>3$.

### Dead space

A carrier that has just been created, or has just ionised, has little kinetic energy and must gain energy from the field before it can ionise. Take a rough threshold of 2 eV and ignore energy lost to the lattice, which would lengthen the distance. At the operating field the dead space is $d=2\ \text{V}/(0.3640\ \text{MV/cm})=55$ nm, or 5.5 % of $W$.

To isolate the effect of memory, hold the mean distance between ionisations at $\mu=1/\alpha$. Each step then consists of the dead space $d$ followed by a memoryless part of mean length $\mu-d$. Let a carrier with path $L$ ionise $N$ times before it leaves. It draws $N+1$ steps, the last of which overshoots the exit by a distance $R$. Whether a step is drawn depends on the earlier steps alone, so each drawn step has mean length $\mu$, and

$$\mu\,(\langle N\rangle+1)=L+\langle R\rangle. \tag{26}$$

Without dead space $\langle R\rangle=\mu$ and $\langle N\rangle=L/\mu$. With it, the mean overshoot is $\mu-d$ if the carrier leaves during the memoryless part of a step, and at most $\mu$ if it leaves during the dead part. Thus $\langle R\rangle\le\mu$ and $\langle N\rangle\le L/\mu$. Pairs have fewer daughters on average, and breakdown moves to a higher voltage.

The size of the effect follows from an integral equation. With $\kappa=1/(\mu-d)$, an electron that starts afresh at $x<W-d$ obeys

$$Q_e(x)=e^{-\kappa(W-x-d)}+\int_{x+d}^{W}\kappa\,e^{-\kappa(y-x-d)}\,Q_e^2(y)\,Q_h(y)\,dy, \tag{27}$$

while $Q_e=1$ closer to the exit. The first term is escape without ionisation, and the second sums over the place $y$ of the first ionisation. By symmetry $Q_h(x)=Q_e(W-x)$. Iteration on a grid, starting from $Q_e=0$ so that the physical root is reached, gives $P=0.33$ for a pair born at the middle, against 0.44 without dead space. The voltage must rise from 36.40 V to 36.92 V to restore the original value, with $\alpha$ and $d$ recomputed at the higher field.

### Other neglected effects

Next let the hole coefficient be 0.7 times the electron coefficient, a rough ratio, while the logarithmic mean in (19) times $W$ stays at 1.321. Equations (5) and (6), with $\alpha_e$ and $\alpha_h$ in place of $\alpha$, are solved by adjusting $Q_e(0)$ until $Q_e(W)=1$. An electron entering at $x=0$ then triggers with probability 0.50, a hole entering at $x=W$ with 0.39, and a pair at the middle with 0.44. At this ratio the injected carrier matters, whereas the value for a pair at the middle hardly moves.

Background doping tilts the field. For $10^{15}$ /cm³ and a relative permittivity of 12.9, the field changes across the region by $qNW/\varepsilon=0.014$ MV/cm, where $q$ is the elementary charge, $N$ the doping and $\varepsilon$ the permittivity. At the same voltage the integral (17) changes from 1.321 to 1.322, and $P$ becomes 0.444. The effect is small because the tilt raises the field on one side of the middle as much as it lowers it on the other, so the first-order change of the integral cancels.

Temperature matters more. If the breakdown voltage rises by a rough 0.05 % per kelvin, warming by 10 K at fixed bias has nearly the effect of lowering the field by 0.5 %. The triggering probability falls from 0.44 to 0.41.

The assumption of a fixed field can be sized by comparing two numbers of pairs. An area of 100 µm² has a capacitance $C=11.4$ fF. Removing the excess voltage of 1.73 V takes $C\,(V-V_b)/q\simeq1.2\times10^5$ pairs, if the circuit does not recharge the diode meanwhile. On the other hand, $n$ newly created pairs all fail with probability $(1-P)^n$, which drops to 0.001 at $n=\ln(0.001)/\ln(0.557)\simeq12$. These must be fresh pairs present together, whereas the charge spent is set by all pairs created so far. A family contains exactly $n$ pairs in total with probability $e^{-an}(an)^{n-1}/n!$, and these terms sum to $1-P$. It follows that an avalanche that has made 12 pairs in all still dies with probability 0.08, and that the chance falls to 0.001 at about 70 pairs. At this operating point the fate of the avalanche is therefore settled long before the whole diode discharges, and an avalanche confined to one hundredth of the area would still need about a thousand pairs to discharge its own share. The margin shrinks quickly towards breakdown. At 1 % overvoltage the total is about 1700 pairs against $2.5\times10^4$ for the whole area, and at 0.5 % it is about 6600 against $1.2\times10^4$, so there the fixed field is no longer a safe assumption for so small a diode.

### The model beside real diodes

The assumed width and field are of the size met in gallium arsenide p-i-n diodes, and a breakdown voltage of some tens of volts is reasonable for them. Gallium arsenide is not, however, the usual choice for counting single photons. Silicon diodes and diodes with an indium phosphide multiplication region are more common, and their coefficients can differ by more than the ratio used here. In silicon the electrons ionise more readily, in indium phosphide the holes, so a design gains by injecting the more effective carrier. At fixed voltage and fixed mean ionisation path, and for the rough inputs chosen here, dead space moves the result most among the effects sized above. It lowers $P$ by about a quarter of its value. The figure of 0.44 is thus a property of the memoryless model. The lower value of 0.33 applies at 36.40 V. It is not the value at 5 % above the diode's own breakdown voltage, because dead space raises that voltage too, to 35.34 V in this model. At 5 % above the raised value, a pair born at the middle triggers with probability 0.48, so at equal relative overvoltage dead space increases $P$ here. These figures also rest on reading $1/\alpha$ as the mean ionisation path. A coefficient fitted to measured breakdown with the memoryless theory already absorbs the dead space, and the mean path is then shorter. With $\mu=1/\alpha-d$, breakdown lies at 34.97 V and $P=0.44$ at 36.40 V. With $\mu=1/\alpha-2d$, breakdown lies at 34.63 V, close to the memoryless value, and $P=0.55$. The size and the sign of the correction at fixed voltage thus depend on what the tabulated $\alpha$ means.

The triggering probability is also not the detection efficiency. A photon must first be absorbed where its carriers can reach the avalanche region. With equal coefficients and no memory, a pair created inside the region and a single carrier that enters at the start of its full path both contribute the same factor $P$. With the dead space of (27) the equality is approximate: 0.327 for a pair at the middle against 0.342 for an electron that starts afresh at $x=0$.
